# Choosing the on-site term for a screened donor on a cubic lattice

## The decision

A calculation of a shallow donor on a lattice or real-space grid needs a number that the Coulomb formula cannot supply: the potential at the site where the donor sits. Two questions follow. Which value should be entered there, and how many spacings must the Bohr radius span before the binding energy is hydrogenic?

The answer depends on what the lattice represents.

- **The lattice is a numerical grid.** The site term is free. For the ground state and the nearest-neighbour (second-order) kinetic stencil, the best choice at leading order is a depth of 2.445 times the Coulomb energy at one spacing.
- **The lattice represents a crystal.** The site term carries short-range physics. It may be fitted to a binding energy, but in this one-band, simple-cubic, nearest-neighbour model it must stay below 3.957 hoppings if the donor is to remain shallow as the Bohr radius grows. Other lattices, multi-band models and multi-valley hosts have their own thresholds.

## Model and units

Take one orbital per site of a simple-cubic lattice of spacing $a$, nearest-neighbour hopping $-t$, and an isotropic effective mass $m^*$ in units of the electron mass $m_e$. With the band minimum at zero,

$$T(\mathbf q)=2t\sum_i(1-\cos q_i a),\qquad t=\frac{\hbar^2}{2m^*m_ea^2}.$$

The choice of $t$ makes $T=\hbar^2q^2/(2m^*m_e)$ at small $q$. The donor potential is $-e^2/(4\pi\varepsilon_0\varepsilon R)$ on every site except the donor's own, where it is $-U_0$. "Screened" here means division by a static dielectric constant $\varepsilon$; there is no exponential cutoff.

The natural units are $a^*=(\varepsilon/m^*)a_0$ and $\mathrm{Ry}^*=(m^*/\varepsilon^2)\mathrm{Ry}$, with $a_0$ and Ry the ordinary Bohr radius and Rydberg energy. Define $b=a^*/a$ and $h=1/b$. Since $\mathrm{Ry}^*=\hbar^2/(2m^*m_ea^{*2})$, we have $t=b^2\,\mathrm{Ry}^*$. Since $e^2/(4\pi\varepsilon_0\varepsilon a^*)=2\,\mathrm{Ry}^*$, the potential at $n$ spacings is $-2b/n$. Two dimensionless measures of the site term are useful:

$$u=\frac{U_0}{e^2/(4\pi\varepsilon_0\varepsilon a)}=\frac{U_0}{2b},\qquad w=\frac{U_0}{2t}=\frac{U_0}{2b^2}=uh .$$

From here lengths are in $a^*$ and energies in $\mathrm{Ry}^*$ unless a unit is given. The continuum ground state is $\psi=e^{-r}/\sqrt\pi$, with energy $-1$.

## Error from the band

With $\mathbf k=a^*\mathbf q$, expansion of the cosine gives

$$T=2b^2\sum_i\left(\frac{k_i^2h^2}{2}-\frac{k_i^4h^4}{24}+\dots\right)=k^2-\frac{h^2}{12}\sum_i k_i^4+\dots$$

The Fourier transform of $\psi$ is

$$\int e^{-i\mathbf k\cdot\mathbf r}\psi\,d^3r=\frac{4\sqrt\pi}{k}\int_0^\infty r\sin(kr)e^{-r}dr=\frac{8\sqrt\pi}{(1+k^2)^2}.$$

Its square divided by $(2\pi)^3$ is the momentum density $8/[\pi^2(1+k^2)^4]$. Substituting $k=\tan\theta$,

$$\langle k^4\rangle=\frac{32}{\pi}\int_0^\infty\frac{k^6\,dk}{(1+k^2)^4}=\frac{32}{\pi}\int_0^{\pi/2}\sin^6\theta\,d\theta=\frac{32}{\pi}\cdot\frac{5\pi}{32}=5.$$

The angular average of $k_x^4/k^4$ is $1/5$, so $\langle\sum_ik_i^4\rangle=\frac35\cdot5=3$. The band error is therefore $-h^2/4$: the lattice band lies below the parabola and lowers the energy.

## Error from the potential

The lattice replaces $\int\psi^2/r\,d^3r$ by $h^3\sum'\psi^2(R)/R$, where the prime omits the origin. The error follows from one constant,

$$C=\lim_{s\to0}\left[\frac{2\pi}{s}-\sum_{\mathbf n\ne0}\frac{e^{-sn^2}}{n}\right].$$

To evaluate it, use $1/n=\int_0^\infty x^{-1/2}e^{-\pi xn^2}dx$, $\theta(y)=\sum_{\mathbf n}e^{-\pi yn^2}$ and $\delta=s/\pi$. With $y=x+\delta$, the sum becomes

$$\int_\delta^\infty\frac{\theta(y)-1}{\sqrt{y-\delta}}\,dy .$$

For $y>1$, the limit $\delta\to0$ gives $\sum'\mathrm{erfc}(\sqrt\pi n)/n$. For $y<1$, Poisson summation gives $\theta(y)=y^{-3/2}\theta(1/y)$, so

$$\theta(y)-1=y^{-3/2}-1+y^{-3/2}[\theta(1/y)-1].$$

The three pieces integrate as follows:

- The first gives $\frac2\delta\sqrt{1-\delta}=\frac{2\pi}{s}-1+O(s)$, because $\frac{2}{\delta}\sqrt{1-\delta/y}$ is its antiderivative.
- The second tends to $-2$.
- The third, with $v=1/y$, tends to $\sum'\int_1^\infty e^{-\pi n^2v}dv=\sum'e^{-\pi n^2}/(\pi n^2)$.

Hence

$$C=3-\sum_{\mathbf n\ne0}\left[\frac{\mathrm{erfc}(\sqrt\pi n)}{n}+\frac{e^{-\pi n^2}}{\pi n^2}\right]=2.8373 .$$

Direct summation with Gaussian damping gives the same value to five figures.

Now write $\psi^2=\psi^2(0)e^{-r^2}+g$. For the Gaussian part, set $s=h^2$:

$$h^3\sum_{\mathbf n\ne0}\frac{e^{-h^2n^2}}{hn}=h^2\left[\frac{2\pi}{h^2}-C+O(h^2)\right]=\int\frac{e^{-r^2}}{r}d^3r-Ch^2+O(h^4).$$

The remainder $g/r$ is finite at the origin, so leaving out that one point costs $O(h^3)$. Thus

$$h^3\sum_{\mathbf R\ne0}\frac{\psi^2(R)}{R}=\int\frac{\psi^2}{r}d^3r-Ch^2\psi^2(0)+O(h^3).$$

The Coulomb energy carries a factor $-2$, so its error is $+2Ch^2/\pi$. The donor site holds probability $h^3\psi^2(0)=h^3/\pi$ and contributes $-2ub\,h^3/\pi=-2uh^2/\pi$.

## The rule for fixed $u$

Adding the pieces,

$$E=-1+h^2\left[\frac{2(C-u)}{\pi}-\frac14\right]+O(h^3).$$

The order of the remainder comes from power counting. In second order, two contact-like errors of size $h^2$ are joined by a momentum integral $\int d^3k/k^2$ cut off at $k\sim1/h$. This gives $h^4\cdot h^{-1}=h^3$. The large-momentum tail of the band correction also gives $h^2\int_{1/h}^\infty dk/k^2\sim h^3$.

The bracket vanishes at

$$u_0=C-\frac{\pi}{8}=2.4446 .$$

This value belongs to the isotropic hydrogenic ground state, because it balances that state's fourth momentum moment against its density at the donor. It should not be assumed optimal for excited states or an anisotropic mass. It also belongs to the nearest-neighbour kinetic term. A higher-order finite-difference stencil removes the $-h^2/4$ band error, and the $h^2$ error then vanishes at $u=C=2.837$ instead.

Computed energies in $\mathrm{Ry}^*$ are:

| $a^*/a$ | $u=0$ | $u=u_0$ | $u=4$ |
|---:|---:|---:|---:|
| 1 | −0.6750 | −1.1622 | −3.0640 |
| 2 | −0.8406 | −1.0286 | −1.6629 |
| 5 | −0.9571 | −1.0020 | −1.0523 |
| 10 | −0.9870 | −1.0003 | −1.0111 |

All three columns approach $-1$. A cubic fit of $(E+1)/h^2$ in $h$, through $b=4,5,8,10$, extrapolates to 1.566, 0.001 and −0.983. The formula gives 1.556, 0 and −0.990.

At $b=10$ the tuned error is 0.026% of $\mathrm{Ry}^*$, against 1.3% for $u=0$. From $b=4$ to 10 the tuned deviation follows about $-0.26h^3$. This coefficient is read from the numbers, not derived. It suggests $b\approx6.4$ for an error of 0.1%. With $u=0$, the leading law $1.556h^2$ requires $b\approx39$.

The $u=4$ column shows where the expansion fails. At $b=1$, $w=uh=4$, and the site alone can bind an electron. A fixed-$u$ expansion needs $uh$ well below the threshold derived next.

## A site term fixed relative to the hopping

In a crystal, what stays fixed matters. If $m^*$ is reduced at constant $a$, $\varepsilon$ and $U_0$, then $u$ stays fixed and the previous rule applies. If $\varepsilon$ is increased at constant $a$, $m^*$ and $U_0$, then $t$ and $w$ stay fixed while $u=wb$ grows. Repeated scattering from the site must then be summed.

At the band minimum, the site element of the free Green function $(E-T)^{-1}$ is $-G/(2t)$, with

$$G=\int_{-\pi}^{\pi}\frac{d^3p}{(2\pi)^3}\frac{1}{3-\sum_i\cos p_i}=\int_0^\infty[e^{-x}I_0(x)]^3dx=0.5055 .$$

The second form uses $1/A=\int_0^\infty e^{-xA}dx$ and $I_0(x)=\int_{-\pi}^{\pi}e^{x\cos p}dp/(2\pi)$. Each further scattering multiplies the amplitude by $(-U_0)(-G/2t)=Gw$. The geometric series replaces $-U_0$ by $-U_0/(1-Gw)$. Multiplying by $h^3/\pi$ and using $U_0=2wb^2$,

$$E=-1-\frac{2h}{\pi}\frac{w}{1-Gw}+\text{terms of higher order in }h,\qquad w<\frac1G=1.978 .$$

The approach is now linear in $h$, not quadratic. For $w=0.5$ the formula gives a coefficient of −0.426, and the extrapolated energies give −0.441, a difference of 3.5% of the formula's value.

The unextrapolated energies could mislead. They are −0.988, −1.003, −1.018 and −1.019 at $b=4,5,8,10$, so they cross $-1$ and then move away from it. The crossing occurs because $u=b/2$ passes $u_0$ near $b=4.9$. Subtracting the linear law at $b=8$ and $b=10$ leaves about $2.3h^2$ in both cases. On that two-term estimate, the deviation is largest near $b=11$ and shrinks beyond it. Agreement with $-1$ at one spacing is therefore not evidence of convergence.

Above threshold the ground state has no hydrogenic limit. Without the Coulomb tail, a bound level $E=-2t\kappa$ satisfies

$$1=w\int_0^\infty e^{-\kappa x}[e^{-x}I_0(x)]^3dx .$$

The right side falls from $Gw$ towards zero as $\kappa$ grows, so a solution exists when $w>1/G$. Adding the attractive tail can only lower the ground level. Its energy is thus at most $-2\kappa b^2$ in $\mathrm{Ry}^*$, which diverges as $b$ grows. For $w=2.5$ the site alone binds at $-0.401t$. With the tail at $b=10$, the level is at $-0.464t=-46.4\,\mathrm{Ry}^*$: a deep level.

## Diagonalising the lattice

1. Keep the sites in a ball of radius $10a^*$, with zero amplitude outside. At $b=5$ and $u=u_0$, enlarging the radius to $12a^*$ lowers the energy by $1.3\times10^{-6}\,\mathrm{Ry}^*$.
2. Use cubic symmetry. All hopping elements are negative and the cluster is connected, so the ground state is nondegenerate and can be chosen positive. It is therefore unchanged by the cube's symmetry operations. One representative with $x\ge y\ge z\ge0$ suffices for each set of equivalent sites.
3. If set $A$ has $g_A$ sites, its normalised state is $|A\rangle=g_A^{-1/2}\sum_{\mathbf R\in A}|\mathbf R\rangle$. Let each site of $A$ have $N_{AB}$ neighbours in $B$. Then
$$\langle A|H_{\rm hop}|B\rangle=-t\frac{g_AN_{AB}}{\sqrt{g_Ag_B}}=-tN_{AB}\sqrt{\frac{g_A}{g_B}} .$$
4. Start from $e^{-r}$, which is positive and so overlaps the ground state. Build the Lanczos vectors from
$$\beta_{j+1}q_{j+1}=Hq_j-\alpha_jq_j-\beta_jq_{j-1},\qquad \alpha_j=q_j^{\rm T}Hq_j .$$
5. Find the lowest eigenvalue of the tridiagonal matrix of $\alpha_j$ and $\beta_j$. If its eigenvector ends in $s_m$, the residual norm is $|\beta_{m+1}s_m|$. Stop when this is below $10^{-6}\,\mathrm{Ry}^*$.

For $b=2$, $U_0=7\,\mathrm{Ry}^*$ and a ball of eight spacings, dense diagonalisation of the full lattice and this reduced calculation both give $-0.90747537\,\mathrm{Ry}^*$.

## Worked case: a CdTe-like donor

Take $m^*=0.09$, $\varepsilon=10$ and $a=0.65$ nm, rough values for CdTe. Then $a^*=0.0529\times10/0.09=5.88$ nm and $b=5.88/0.65=9.05$. The effective Rydberg is $13.606\ \mathrm{eV}\times0.09/100=12.245$ meV, and $t=9.046^2\times12.245$ meV $=1.002$ eV.

With $u=0$ the binding energy is 12.055 meV, or 1.6% below $\mathrm{Ry}^*$. The leading law predicts $1.556/9.046^2=1.9\%$. With $u=u_0$, the depth is $2\times2.4446\times9.046\times12.245$ meV $=0.542$ eV and the binding is 12.249 meV, within 0.04% of $\mathrm{Ry}^*$.

Now let the site term represent the donor core and choose a target binding of 14 meV. The fit gives $U_0=2.32$ eV, so $w=1.156$. The deep-level threshold is $2t/G=3.96$ eV, but it is sharp only in the limit of large $b$. At nine spacings the change is gradual: the binding is already 23 meV at $U_0=3.4$ eV and reaches 65 meV at the threshold. The linear law alone would give a binding of $1+(2/\pi)(0.1105)(1.156)/(1-0.5844)=1.196\,\mathrm{Ry}^*$, compared with the fitted $14/12.245=1.143\,\mathrm{Ry}^*$. The next orders still matter at nine spacings.

Because the energy is stationary with respect to the state, $-\partial E/\partial U_0$ equals the donor-site probability. It is $2.27\times10^{-3}$, or 5.3 times the envelope value $h^3/\pi=4.30\times10^{-4}$. Differentiating the linear law predicts an enhancement $1/(1-Gw)^2=5.8$. Near this fit, a 0.1 eV change in $U_0$ moves the binding by about 0.23 meV.

## What the real material changes

The model has one band and one site per conventional cube, whereas that cube of CdTe holds four formula units. The fitted 2.32 eV is a coarse-grained parameter, not an atomic level. Three omissions have these rough sizes:

- **Nonparabolic band.** With $E(1+E/E_g)=k^2$, the first correction is $-k^4/E_g$. Its mean is $5(\mathrm{Ry}^*)^2/E_g=0.50$ meV for $E_g=1.5$ eV, or 4% of $\mathrm{Ry}^*$. Solving the donor with the full dispersion instead of its first correction gives 0.45 meV. This is the kinetic term alone. Band mixing by the donor potential enters at the same order and can cancel much of it: in a symmetric two-band (Dirac-like) model the net shift is about $(\mathrm{Ry}^*)^2/E_g=0.10$ meV.
- **Polar phonons.** Weak coupling raises the mass by a fraction of about $\alpha/6$, where $\alpha=(1/\varepsilon_\infty-1/\varepsilon)\sqrt{\mathrm{Ry}\,m^*/\hbar\omega}$. For $\varepsilon_\infty=7.2$ and $\hbar\omega=21$ meV, $\alpha=0.297$ and the shift is 0.61 meV. Since $\mathrm{Ry}^*$ is not small beside $\hbar\omega$, this is a size estimate.
- **Incomplete screening near the core.** An extra potential $-2(\varepsilon-1)e^{-\lambda r}/r$ shifts the energy by $-8(\varepsilon-1)/(\lambda+2)^2$ to first order. An assumed length of 0.1 nm gives $\lambda=58.8$ and a first-order shift of 0.24 meV; higher orders raise it to about 0.30 meV.

These exceed the 0.004 meV lattice error at $u_0$, so a finer lattice would not improve the physical prediction. They should not simply be added to a fitted binding energy, because the fitted $U_0$ already absorbs part of them.

The isolated, occupied donor also has a limited range. For $10^{15}$ uncompensated donors per cm³ and binding $\mathrm{Ry}^*$, the neutral fraction, counting only the ground level, is 0.93 at 20 K but 0.005 at 300 K. The second figure shows only that most donors are ionised: $kT$ is then twice the binding energy, and the figure depends strongly on the treatment of excited levels. Counting levels up to $n=2$, 3 or 4 raises it by factors of about 4, 9 or 17, while a Planck–Larkin partition function lowers it by a factor of about 8. In a field $F$, in effective atomic units, the barrier top at $-2\sqrt F$ reaches the level $-1/2$ when $F=1/16$, or 0.0026 MV/cm. This is a scale, not a sharp limit: tunnelling already gives the hydrogenic level a lifetime of about 7 ns at $F=0.04$ (0.0017 MV/cm), and the lifetime is about 36 ps at $F=1/16$. The rough overlap criterion $n^{1/3}a^*=0.25$ gives $8\times10^{16}$ cm⁻³, and the isolated-donor model needs densities well below it.

The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
full lattice / reduced energy: -0.90747537 / -0.90747537 Ry*
site probability, vector / slope: 0.026738 / 0.026738
C, Ewald / direct sum: 2.837297 / 2.837302
tuned u0: 2.444598
<k^4>, <sum k_i^4>: 5.00000, 3.00000 (1/a*)^4
a*/a   E(u=0)      E(u=u0)     E(u=4)   [Ry*]
  1   -0.675017   -1.162174   -3.064032
  2   -0.840588   -1.028552   -1.662927
  4   -0.938933   -1.003865   -1.090442
  5   -0.957113   -1.002010   -1.052251
  8   -0.980687   -1.000502   -1.017943
 10   -0.987036   -1.000259   -1.011072
h^2 coefficient, u=0.0000: fit 1.5662, formula 1.5563 Ry*
h^2 coefficient, u=2.4446: fit 0.0006, formula 0.0000 Ry*
h^2 coefficient, u=4.0000: fit -0.9828, formula -0.9902 Ry*
ball truncation error, radius 10 a*: 1.27e-06 Ry*
G: 0.505462; threshold w=1/G: 1.97839; U0/t: 3.95678
w=0.5, a*/a=4: E = -0.987806 Ry*
w=0.5, a*/a=5: E = -1.003406 Ry*
w=0.5, a*/a=8: E = -1.017943 Ry*
w=0.5, a*/a=10: E = -1.019385 Ry*
linear coefficient: fit -0.4407, formula -0.4260 Ry*
w=2.5, site only: lattice -0.400791, formula -0.400791 t
w=2.5, with Coulomb, a*/a=10: -46.3682 Ry* = -0.46368 t
example inputs: m*=0.09 m_e, eps=10.0, a=0.65 nm
a*: 5.8797 nm; a*/a: 9.0458
Ry*: 12.2451 meV; hopping t: 1.0020 eV
binding, u=0: 12.0550 meV
binding, u=u0: 12.2494 meV
site depth at u=u0: 0.5416 eV
chosen / reached binding: 14.000 / 14.000 meV
adjusted site depth: 2.3170 eV; w=1.1562
deep-level threshold depth: 3.9646 eV
site probability: 2.2694e-03; envelope: 4.3005e-04
site probability / envelope: 5.277
gap 1.5 eV: nonparabolic shift size 0.500 meV
fast eps 7.2, phonon 21 meV: alpha 0.297
polaron mass shift size: 0.606 meV
core screening length 0.1 nm: shift size 0.239 meV
donor density for ionisation: 1.0e+15 cm^-3
20 K: kT 1.723 meV, neutral fraction 0.9332
300 K: kT 25.852 meV, neutral fraction 0.0047
classical over-barrier field: 0.00260 MV/cm
rough donor-overlap density: 7.69e+16 cm^-3
```
